# Intrinsic Coercive Field of a Second-Order Ferroelectric: Tutorial Sheet: verification in Python

```python
# Result under test: for F = a P^2/2 + b P^4/4 - E P (a < 0 < b), the uniform
# polar state loses stability at the opposing field
#     Ec = Ps / (3 sqrt(3) eps0 chi)
# Ps: zero-field polarization; chi: susceptibility of the polar state at E = 0.
# Extensions: sixth-order energy, rotation, electrode screening, background
# susceptibility, temperature, and motion of an existing domain wall.
import numpy as np
from scipy.constants import epsilon_0 as eps0, k as kB, e as qe

Ps = 0.25                 # C/m^2
chi = 100.0
thickness = 50e-9         # m
screening = 0.01e-9       # m, effective length per electrode, rough
chi_background = 5.0      # non-switching electronic part, rough
chi_transverse = 300.0    # illustrative transverse susceptibility
curie_constant = 1.5e5    # K, rough
T_room, T_hot = 300.0, 358.15
breakdown = 1e8           # V/m, rough for a good oxide film
MVCM = 1e8                # V/m in one MV/cm


def forward_state(opposing, a, b, c=0.0):
    """Stable positive P solving aP + bP^3 + cP^5 = -opposing, or None."""
    roots = np.roots([c, 0.0, b, 0.0, a, opposing])
    good = [r.real for r in roots if abs(r.imag) < 1e-10 and r.real > 0
            and a + 3*b*r.real**2 + 5*c*r.real**4 > 0]
    return max(good) if good else None


def stability_limit(a, b, c=0.0):
    """Largest opposing field at which a stable forward state exists."""
    low, high = 0.0, Ps/(eps0*chi)
    for _ in range(60):
        mid = 0.5*(low + high)
        if forward_state(mid, a, b, c) is None:
            high = mid
        else:
            low = mid
    return low


def measured_chi(a, b, c=0.0, opposing=0.0):
    """Susceptibility from the change of the stable state with field."""
    step = 1e4
    rise = (forward_state(opposing - step, a, b, c)
            - forward_state(opposing + step, a, b, c))
    return rise/(2*step*eps0)


# Landau coefficients and the main result
a = -1/(2*eps0*chi)
b = 1/(2*eps0*chi*Ps**2)
Ec = Ps/(3*np.sqrt(3)*eps0*chi)
Ec_numeric = stability_limit(a, b)
chi_numeric = measured_chi(a, b)
assert abs(forward_state(0.0, a, b)/Ps - 1) < 1e-10
assert abs(chi_numeric/chi - 1) < 1e-5
assert abs(Ec_numeric/Ec - 1) < 1e-6
assert abs(Ec/1e6 - 54) < 0.5
P_turn = Ps/np.sqrt(3)
# a square-root approach to the fold limits this comparison
assert abs(forward_state(Ec*(1 - 1e-8), a, b)/P_turn - 1) < 1e-3
P_half = forward_state(Ec/2, a, b)
chi_half = measured_chi(a, b, opposing=Ec/2)
chi_half_formula = 2*chi/(3*(P_half/Ps)**2 - 1)
assert abs(chi_half/chi_half_formula - 1) < 1e-5

# Sixth-order term with Ps and chi held fixed
stiffness = 1/(eps0*chi)


def sextic(s):
    return ((s - 0.5)*stiffness, (1 - 4*s)/2*stiffness/Ps**2,
            s*stiffness/Ps**4)


shares = np.linspace(0, 0.25, 6)
limits = []
for s in shares:
    coefficients = sextic(s)
    assert abs(forward_state(0.0, *coefficients)/Ps - 1) < 1e-9
    assert abs(measured_chi(*coefficients)/chi - 1) < 1e-5
    limits.append(stability_limit(*coefficients))
assert np.all(np.diff(limits) < 0)
Ec_tri = Ps/(5**1.25*eps0*chi)
assert abs(limits[-1]/Ec_tri - 1) < 1e-6

# Relaxation in scaled units: p, q = P/Ps; field unit Ps/(eps0 chi)
field_unit = Ps/(eps0*chi)
ec = Ec/field_unit
g = 1 + 2*chi/chi_transverse


def relax(opposing, q, total_time=3000.0, dt=0.05):
    p = 1.0
    for _ in range(int(total_time/dt)):
        dp = 0.5*p - 0.5*p**3 - 0.5*g*p*q*q - opposing
        dq = 0.5*q - 0.5*q**3 - 0.5*g*q*p*p
        p, q = p + dt*dp, q + dt*dq
    return p


assert relax(0.98*ec, 0.0) > 0.5
assert relax(1.02*ec, 0.0) < -1.0
e_rot = (g - 1)/(2*g**1.5)
assert relax(0.97*e_rot, 1e-4) > 0.5
assert relax(1.03*e_rot, 1e-4) < -1.0
Ec_rot = e_rot*field_unit

# Domain wall parallel to P; length unit sqrt(gradient coefficient*eps0*chi)


def reversed_fraction(start_fraction, opposing):
    dx, dt, points = 0.25, 0.02, 160
    p = np.ones(points)
    p[:int(start_fraction*points)] = -1.0
    lap = np.empty(points)
    for _ in range(40000):
        lap[1:-1] = p[2:] - 2*p[1:-1] + p[:-2]
        lap[0], lap[-1] = p[1] - p[0], p[-2] - p[-1]
        p = p + dt*(0.5*p - 0.5*p*p*p - opposing + lap/dx**2)
    return np.mean(p < 0)


with_wall = reversed_fraction(0.25, 0.1*ec)
without_wall = reversed_fraction(0.0, 0.1*ec)
assert with_wall == 1.0 and without_wall == 0.0

# Electrode screening: applied field V/d = E + 2*screening*P/(eps0*d)
a_shift = 2*screening/(eps0*thickness)
Ec_screen = Ec*(1 - a_shift/abs(a))**1.5
assert abs(stability_limit(a + a_shift, b)/Ec_screen - 1) < 1e-6

# Background response in parallel with the switching polarization
chi_switch = chi - chi_background
a_bg, b_bg = -1/(2*eps0*chi_switch), 1/(2*eps0*chi_switch*Ps**2)
Ec_background = Ps/(3*np.sqrt(3)*eps0*chi_switch)
assert abs(measured_chi(a_bg, b_bg) + chi_background - chi) < 1e-3
assert abs(stability_limit(a_bg, b_bg)/Ec_background - 1) < 1e-6
Ec_permittivity = Ps/(3*np.sqrt(3)*eps0*(chi - 1))

# Temperature: a = (T - T0)/(eps0*C), b constant
T0_quartic = T_room + curie_constant/(2*chi)
T0_tri = T_room + curie_constant/(4*chi)
a_hot = (T_hot - T0_quartic)/(eps0*curie_constant)
Ec_hot = Ec*((T0_quartic - T_hot)/(T0_quartic - T_room))**1.5
assert abs(stability_limit(a_hot, b)/Ec_hot - 1) < 1e-6
a_tri = (T_room - T0_tri)/(eps0*curie_constant)
assert abs(a_tri/sextic(0.25)[0] - 1) < 1e-10

# Schottky lowering: maximum of the image-force plus field potential
eps_optical = 1 + chi_background
lowering = np.sqrt(qe*Ec/(4*np.pi*eps0*eps_optical))
distance = np.geomspace(1e-11, 1e-7, 200001)
barrier = -qe/(16*np.pi*eps0*eps_optical*distance) - Ec*distance
assert abs(-barrier.max()/lowering - 1) < 1e-6
leakage_factor = np.exp(qe*lowering/(kB*T_room))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Spontaneous polarization", Ps*100, "uC/cm2")
show("Susceptibility, input", chi)
show("Susceptibility from finite differences", chi_numeric, "", 6)
show("Landau coefficient a", a, "V m/C")
show("Landau coefficient b", b, "V m^5/C^3")
show("Coercive field, formula", Ec/MVCM, "MV/cm")
show("Coercive field, root tracking", Ec_numeric/MVCM, "MV/cm")
show("Coercive field, converted", Ec/1e6, "MV/m")
show("Polarization at stability limit", P_turn*100, "uC/cm2")
show("Polarization at half the coercive field", P_half*100, "uC/cm2")
show("Susceptibility at half the coercive field", chi_half)
show("Field if factor 2 in susceptibility is missed", 2*Ec/MVCM, "MV/cm")
show("Film thickness", thickness*1e9, "nm")
show("Film voltage at coercive field", Ec*thickness, "V")
for s, limit in zip(shares, limits):
    show(f"Coercive field at sixth-order share s={s:.2f}",
         limit/MVCM, "MV/cm")
show("Tricritical over quartic coercive field", Ec_tri/Ec)
show("Transverse susceptibility, illustrative", chi_transverse)
show("Rotation parameter g", g)
show("Field limit with rotation", Ec_rot/MVCM, "MV/cm")
show("Rotation limit over uniaxial limit", Ec_rot/Ec)
show("Wall test field", 0.1*Ec/MVCM, "MV/cm")
show("Final reversed fraction, wall present", with_wall)
show("Final reversed fraction, no wall", without_wall)
show("Screening length per electrode, rough", screening*1e9, "nm")
show("Applied-field limit with screening", Ec_screen/MVCM, "MV/cm")
show("Background susceptibility, rough", chi_background)
show("Coercive field with background", Ec_background/MVCM, "MV/cm")
show("Coercive field if 100 is permittivity",
     Ec_permittivity/MVCM, "MV/cm")
show("Curie constant, rough", curie_constant, "K")
show("Implied T0, quartic model", T0_quartic, "K")
show("Implied T0, tricritical model", T0_tri, "K")
show("Reference temperature", T_room, "K")
show("Hot operating temperature", T_hot, "K", 5)
show("Coercive field when hot, quartic model", Ec_hot/MVCM, "MV/cm")
show("Optical relative permittivity, rough", eps_optical)
show("Schottky barrier lowering at coercive field", lowering, "eV", 3)
show("Schottky emission factor at 300 K", leakage_factor, "", 2)
show("Breakdown field, rough", breakdown/MVCM, "MV/cm", 2)
show("Coercive over breakdown field", Ec/breakdown, "", 2)
print("finished without a failed check")
```

Printed output:

```
Spontaneous polarization: 25 uC/cm2
Susceptibility, input: 100
Susceptibility from finite differences: 100
Landau coefficient a: -5.647e+08 V m/C
Landau coefficient b: 9.035e+09 V m^5/C^3
Coercive field, formula: 0.5434 MV/cm
Coercive field, root tracking: 0.5434 MV/cm
Coercive field, converted: 54.34 MV/m
Polarization at stability limit: 14.43 uC/cm2
Polarization at half the coercive field: 22.11 uC/cm2
Susceptibility at half the coercive field: 148.4
Field if factor 2 in susceptibility is missed: 1.087 MV/cm
Film thickness: 50 nm
Film voltage at coercive field: 2.717 V
Coercive field at sixth-order share s=0.00: 0.5434 MV/cm
Coercive field at sixth-order share s=0.05: 0.5076 MV/cm
Coercive field at sixth-order share s=0.10: 0.4728 MV/cm
Coercive field at sixth-order share s=0.15: 0.4394 MV/cm
Coercive field at sixth-order share s=0.20: 0.4076 MV/cm
Coercive field at sixth-order share s=0.25: 0.3776 MV/cm
Tricritical over quartic coercive field: 0.695
Transverse susceptibility, illustrative: 300
Rotation parameter g: 1.667
Field limit with rotation: 0.4374 MV/cm
Rotation limit over uniaxial limit: 0.805
Wall test field: 0.05434 MV/cm
Final reversed fraction, wall present: 1
Final reversed fraction, no wall: 0
Screening length per electrode, rough: 0.01 nm
Applied-field limit with screening: 0.4795 MV/cm
Background susceptibility, rough: 5
Coercive field with background: 0.572 MV/cm
Coercive field if 100 is permittivity: 0.5489 MV/cm
Curie constant, rough: 1.5e+05 K
Implied T0, quartic model: 1050 K
Implied T0, tricritical model: 675 K
Reference temperature: 300 K
Hot operating temperature: 358.15 K
Coercive field when hot, quartic model: 0.4814 MV/cm
Optical relative permittivity, rough: 6
Schottky barrier lowering at coercive field: 0.114 eV
Schottky emission factor at 300 K: 83
Breakdown field, rough: 1 MV/cm
Coercive over breakdown field: 0.54
finished without a failed check
```
